\section*{Sputtering a Binary Oxide: Ejected Flux, Surface Composition and Bulk Ratio, part 1}

(Sections cited here and not found follow in the second part.)

\section{Atom balance and the two composition ratios}

Let an oxide of a metal M and oxygen O have uniform atomic fractions $c_M$ and $c_O$ in its bulk, and let an ion beam erode it at a constant rate. Once the eroding surface has reached a steady state,
\begin{equation}
\frac{Y_O}{Y_M}=\frac{c_O}{c_M},
\qquad
\frac{x_O}{x_M}=\frac{c_O}{c_M}\,\frac{y_M}{y_O}.
\label{eq:result}
\end{equation}
Here $Y_i$ is the number of atoms of element $i$ ejected per incident ion, $x_i$ is the atomic fraction of $i$ at the surface, and $y_i$ is the component yield defined below. The ejected atoms have the bulk proportion. The surface does not: it is depleted in the element that is easier to remove, by just the factor that compensates for the easier removal.

\subsection*{Definitions and conditions}

The partial yield $Y_i$ counts all atoms of $i$ that leave, at every angle, energy and charge state. A molecule counts by its atoms, so an ejected MO contributes one atom to $Y_M$ and one to $Y_O$. The total yield is $Y=Y_M+Y_O$.

Atoms may escape from more than the outermost layer. Let $X_i(u)$ be the atomic fraction of $i$ at depth $u$ below the surface, and let $w(u)$ be the share of the escaping atoms that would come from depth $u$ in a solid of uniform composition. The surface fraction is the weighted mean
\begin{equation}
x_i=\int_0^\infty w(u)\,X_i(u)\,du,
\qquad \int_0^\infty w(u)\,du=1 .
\label{eq:surface}
\end{equation}
The same weight is assumed for both elements. Since $X_M+X_O=1$ at each depth, it follows that $x_M+x_O=1$. The component yield is then defined by
\begin{equation}
Y_i=y_i\,x_i .
\label{eq:component}
\end{equation}
It is the partial yield per unit of surface fraction. It must not be replaced by $Y_i$, whose ratio is the bulk ratio, nor by the yield of a pure element, which for oxygen would refer to a different solid altogether. The $y_i$ may depend on the surface composition; in \eqref{eq:result} they take their values at the steady surface.

Four further conditions enter. The composition profile, averaged over many ion impacts, is steady when depth is measured from the receding surface. Deep in the solid there is no net transport of M or O relative to the solid. Neither the beam nor the surrounding gas supplies M or O. Ejected atoms do not return to the surface.

\subsection*{The ejected atoms}

Let $z$ be a depth coordinate fixed in the unaltered solid, with the surface at $z=s(t)$. The surface recedes at speed $v=ds/dt>0$. Let $\rho_i(z,t)$ be the number of atoms of $i$ per volume, and choose a plane $z=Z$ far below the region that the ions alter. The number of atoms of $i$ per unit area between surface and plane is
\begin{equation}
A_i(t)=\int_{s(t)}^{Z}\rho_i(z,t)\,dz .
\label{eq:inventory}
\end{equation}
Nothing crosses the deep plane and nothing is supplied from outside, so this number changes by ejection alone. If $J$ is the number of ions arriving per area and time,
\begin{equation}
\frac{dA_i}{dt}=-J\,Y_i .
\label{eq:loss}
\end{equation}

In the steady state the profile moves rigidly with the surface: $\rho_i(z,t)=r_i(u)$ with $u=z-s(t)$. Changing the integration variable in \eqref{eq:inventory} from $z$ to $u$ gives
\begin{equation}
A_i(t)=\int_0^{Z-s(t)}r_i(u)\,du .
\label{eq:rigid}
\end{equation}
Time now enters through the upper limit alone. The derivative is the integrand at that limit times the limit's rate of change, which is $-v$. At the deep plane the solid is unaltered, so $r_i=n c_i$, where $n$ is the total number of atoms per volume in the bulk. Therefore
\begin{equation}
\frac{dA_i}{dt}=-v\,r_i(Z-s)=-n\,v\,c_i .
\label{eq:shrink}
\end{equation}
Equating \eqref{eq:loss} and \eqref{eq:shrink},
\begin{equation}
J\,Y_i=n\,v\,c_i .
\label{eq:balance}
\end{equation}
Division of the equation for O by that for M removes $J$, $n$ and $v$ and leaves the first ratio in \eqref{eq:result}. Addition of the two equations, with $c_M+c_O=1$, gives
\begin{equation}
J\,Y=n\,v,
\qquad Y_i=Y\,c_i .
\label{eq:total}
\end{equation}

The argument does not ask how atoms move between the surface and the deep plane. Collisional mixing, segregation and diffusion shape $r_i(u)$, and the altered zone may even have another density than the bulk. None of this enters \eqref{eq:shrink}, because a rigidly moving profile has a constant content and all net loss is charged to the bulk that the altered zone consumes.

\subsection*{The surface}

Inserting \eqref{eq:component} into the first ratio of \eqref{eq:result} gives
\begin{equation}
\frac{y_O x_O}{y_M x_M}=\frac{c_O}{c_M}.
\label{eq:insert}
\end{equation}
Multiplying both sides by $y_M/y_O$ yields the second ratio. If oxygen has the larger component yield, $y_M/y_O<1$ and the surface is poorer in oxygen than the bulk.

The fractions themselves follow from $y_i x_i=Y c_i$, that is, $x_i=Y c_i/y_i$. Their sum is one, so
\begin{equation}
\frac1Y=\frac{c_M}{y_M}+\frac{c_O}{y_O}
=\frac{c_M y_O+c_O y_M}{y_M y_O}.
\label{eq:harmonic}
\end{equation}
With the abbreviation
\begin{equation}
q=c_O y_M+c_M y_O ,
\label{eq:q}
\end{equation}
this reads $Y=y_M y_O/q$, and hence
\begin{equation}
x_M=\frac{Y c_M}{y_M}=\frac{c_M y_O}{q},
\qquad
x_O=\frac{Y c_O}{y_O}=\frac{c_O y_M}{q}.
\label{eq:fractions}
\end{equation}
To find the shift from the bulk value, subtract $c_M$:
\begin{align}
x_M-c_M&=\frac{c_M\,(y_O-q)}{q}\nonumber\\
&=\frac{c_M\left[(1-c_M)y_O-c_O y_M\right]}{q}
=\frac{c_M c_O\,(y_O-y_M)}{q}.
\label{eq:shift}
\end{align}
The last step uses $1-c_M=c_O$. The sign shows the direction of the enrichment: M accumulates if $y_O>y_M$.

For equal component yields the surface keeps the bulk composition. In the opposite limit $y_O\gg y_M$, equation \eqref{eq:fractions} gives $x_M\to1$ and \eqref{eq:harmonic} gives $Y\to y_M/c_M$. The erosion rate is then set by the removal of metal, since oxygen leaves as soon as it is uncovered. The $y_M$ in this limit belongs to a nearly metallic surface and can differ much from its value on the oxide.

If the component yields depend on composition, \eqref{eq:insert} becomes an implicit equation for $x_M$. The balance by itself does not guarantee that this equation has a single solution, or that a given solution is stable. It states what must hold at any steady state that is reached.

\subsection*{Before the steady state}

A fresh surface has $x_i=c_i$. By \eqref{eq:component} it ejects
\begin{equation}
\left.\frac{Y_O}{Y_M}\right|_{\rm fresh}
=\frac{c_O}{c_M}\,\frac{y_O}{y_M},
\label{eq:fresh}
\end{equation}
which is not the bulk ratio unless the component yields are equal. The preferential loss builds up the altered surface, and the altered surface then ends the preferential loss.

The time this takes requires a model of the altered zone. Take a well-mixed layer that holds a fixed number $N$ of atoms per area, with constant $y_i$. For each atom ejected, the moving layer takes in one atom of bulk material, which is M with probability $c_M$. Let $\Phi=Jt$ be the fluence, the number of ions received per area. During the transient, write $\xi$ for the fraction of M in the layer, and keep $x_M$ for its steady value. Loss and supply give
\begin{equation}
N\frac{d\xi}{d\Phi}
=-y_M\xi+c_M\left[y_M\xi+y_O(1-\xi)\right].
\label{eq:transient}
\end{equation}
The terms proportional to $\xi$ have the coefficient $-y_M(1-c_M)-c_M y_O=-q$. With $c_M y_O=q\,x_M$ from \eqref{eq:fractions},
\begin{equation}
N\frac{d\xi}{d\Phi}=c_M y_O-q\,\xi=q\,(x_M-\xi).
\label{eq:relax}
\end{equation}
For the initial value $\xi(0)=c_M$ the solution is
\begin{equation}
\xi(\Phi)=x_M+(c_M-x_M)\,e^{-\Phi/\Phi_0},
\qquad \Phi_0=\frac Nq .
\label{eq:exponential}
\end{equation}

A deposit collected from the first ion onward retains a memory of the transient. Let $E$ be the number of atoms ejected per area so far, and $E_M$ the number of metal atoms among them. The layer has taken in $c_M E$ metal atoms from the bulk, while its own metal content has risen by $N(\xi-c_M)$. What was not kept was ejected:
\begin{equation}
E_M=c_M E-N(\xi-c_M).
\label{eq:collected}
\end{equation}
The relative deficit of metal, measured against the bulk fraction, is therefore
\begin{equation}
\delta=1-\frac{E_M}{c_M E}=\frac{N(\xi-c_M)}{c_M E}.
\label{eq:deficit}
\end{equation}
After the transient $\xi=x_M$, and $\delta$ falls as $1/E$. This is much slower than the exponential approach of the surface. Write $N=nL$, where $L$ is the thickness of bulk oxide containing as many atoms as the layer, and $E=nd$, where $d$ is the removed depth. With \eqref{eq:shift},
\begin{equation}
d=\frac{L}{\delta}\,\frac{x_M-c_M}{c_M}
=\frac{L}{\delta}\,\frac{c_O(y_O-y_M)}{q}.
\label{eq:depth}
\end{equation}
A collection that begins after the transient does not carry this deficit.

\subsection*{Numerical tests of the balance}

Two models were run with $c_M=1/3$, $c_O=2/3$, $y_M=1.2$ and $y_O=1.5$, for which \eqref{eq:result} predicts an ejected ratio O/M of 2 and a surface ratio of $2\times1.2/1.5=1.6$.

The first removes atoms at random from a mixed pool of $4\times10^6$ atoms and refills it with atoms drawn at random in bulk proportion. At fluences of $0.5$, $1$ and $2$ times $\Phi_0$ its metal fraction agreed with \eqref{eq:exponential} within $0.0015$, where the whole change from fresh to steady surface is $0.051$. Its late-time averages were 1.9995 for the ejected ratio and 1.5984 for the surface ratio. The small differences from 2 and 1.6 are of the size expected from counting: a random composition of the pool fluctuates by about $\sqrt{x_Mx_O/(4\times10^6)}=2.4\times10^{-4}$ in $x_M$ at any one time, or about $0.0016$ in the surface ratio. The average, taken over about five times $\Phi_0$, still scatters by a little more than half of this. The ejected ratio, from about $2.2\times10^7$ counted atoms, scatters by about $0.001$.

The second model allows a depth gradient. Thirty layers of equal atom number exchange atoms with their neighbours at a rate that declines with depth. Three quarters of the escape weight lies in the first layer and one quarter in the second. Each layer is resupplied from below by as many atoms as have been lost from it and the layers above it. The steady ejected ratio was 2.00000, and the escape-weighted surface ratio was 1.60000. The first layer alone had the ratio 1.5778, with three atoms per incident ion exchanged each way between the first two layers. This value depends on the exchange rate: it is 1.51 without exchange and approaches 1.6 for fast exchange. The law thus holds for the mean defined in \eqref{eq:surface}, and a probe that saw the first layer alone would not measure that mean.

\section{Inferring the bulk, and sputtered ceria as an example}

The symbols carried over are these. An oxide with bulk fractions $c_M,c_O$ and $n$ atoms per volume recedes at speed $v$ under an ion flux $J$. The partial yield is $Y_i=y_ix_i$, with $x_i$ the escape-weighted surface fraction and $y_i$ the component yield, and $Y$ is the total yield. In the steady state $JY_i=nvc_i$ and $x_i=Yc_i/y_i$, where $Y=y_My_O/q$ and $q=c_Oy_M+c_My_O$. A mixed layer of $N=nL$ atoms per area approaches this state with the fluence constant $\Phi_0=N/q$. For brevity let
\begin{equation}
R_b=\frac{c_O}{c_M},\qquad R_s=\frac{x_O}{x_M},
\qquad R_s=R_b\,\frac{y_M}{y_O}.
\label{eq:ratios}
\end{equation}

\subsection*{The inverse problem}

Depth profiling measures a sputtered surface in order to learn the bulk composition. Solving \eqref{eq:ratios} for the bulk gives
\begin{equation}
R_b=R_s\,\frac{y_O}{y_M}.
\label{eq:inverse}
\end{equation}
One measured $R_s$ cannot fix both factors on the right of the corresponding forward relation: an oxygen-poor bulk and a large oxygen yield leave the same surface. The missing information is the yield ratio, and a standard of known $R_b$ sputtered under the same conditions supplies it. The transfer to an unknown sample is valid if the yield ratio is the same for both steady surfaces.

The erosion rate of the standard supplies the absolute yields as well. From $JY=nv$ and $x_i=Yc_i/y_i$,
\begin{equation}
Y=\frac{nv}{J},\qquad y_i=\frac{Y\,c_i}{x_i}.
\label{eq:absolute}
\end{equation}
In the thirty-layer model, the second relation recovered the input values 1.2 and 1.5 from the total yield and the surface fractions.

Taking the logarithm of \eqref{eq:inverse} and differentiating gives, for small errors,
\begin{equation}
\frac{\delta R_b}{R_b}=\frac{\delta R_s}{R_s}
+\frac{\delta(y_O/y_M)}{y_O/y_M}.
\label{eq:error}
\end{equation}
Relative errors pass to the result without amplification. An error of 5\% in the yield ratio becomes an error of 5\% in the inferred bulk ratio.

Analysis of the ejected atoms avoids the yield ratio but needs equal collection. If a detector or collector registers a fraction $\eta_i$ of the ejected atoms of $i$, it reports $(\eta_O/\eta_M)R_b$. Differences in angular distribution, ionization or sticking all enter through $\eta_i$. The bulk proportion belongs to the total ejected flux, and a partial signal shows it if $\eta_O=\eta_M$.

In the steady state the ejected atoms have the bulk proportion while the surface is depleted in the element with the larger component yield, and the bulk ratio can be inferred from the surface ratio once a standard supplies the yield ratio. What remains is to treat oxygen from the gas, retained ions and diffusion, and to work through sputtered ceria as an example, including the effects that move the inferred ratio.

Numerical values quoted here were computed with a short program.
